# Why lower sticking improves step coverage, and what it costs

**Question.** A narrow blind hole is coated from a gas. Why does the film become more uniform when each molecule is less likely to stick on impact, and does the deposition rate then fall everywhere?

**Answer.**

## The mechanism

Consider a cylindrical hole of diameter $d$, depth $L$ and aspect ratio $a=L/d$, open at the top and closed by a flat bottom. The mean free path in the gas is much longer than $L$, so molecules fly straight from surface to surface. The flat field around the mouth receives a fixed flux $F_0$ (molecules per area and time), and the same flux enters the mouth with the cosine distribution of an equilibrium gas.

At each impact a molecule sticks with probability $s$, independent of place, angle, energy and earlier deposition. Otherwise it leaves at once, again with a cosine distribution, whatever its direction of arrival. The film is thin enough not to change the shape of the hole.

If $s=1$, a molecule stays where it first lands. The bottom then receives the few molecules that come straight through the mouth, while the upper wall receives many. If $s<1$, a molecule that fails to stick is sent on to another part of the hole. These later flights supply places with a poor view of the mouth.

The price is that each impact deposits less. Whether a given place gains or loses film per unit time depends on which changes faster, the number of impacts there or the sticking per impact.

## The flux balance

Divide the surface inside the hole into small elements $i$ of area $A_i$. Let $K_{ij}$ be the probability that a molecule leaving $i$ lands next on $j$, and $p_0(i)$ the probability that it leaves directly through the mouth. For cosine emission between small elements at distance $r$,

$$K_{ij}=\frac{\cos\theta_i\cos\theta_j}{\pi r^2}A_j ,\qquad A_iK_{ij}=A_jK_{ji},$$

where the angles are measured from the surface normals. The second relation, reciprocity, holds because the first is symmetric apart from the factor $A_j$. It applies equally to exchange with the mouth, so the direct flux on $i$ is $F_0p_0(i)$.

Element $j$ re-emits $(1-s)A_jF_j$ molecules per unit time, of which a fraction $K_{ji}$ reaches $i$. Dividing by $A_i$ and using reciprocity gives $(1-s)K_{ij}F_j$. With $f_i=F_i/F_0$, the steady balance is

$$f=p_0+(1-s)Kf. \tag{1}$$

A molecule leaving $i$ either lands in the hole or escapes, so $p_0=1-K1$, where $1$ in $K1$ denotes the vector of ones.

Inserting (1) repeatedly into its own right-hand side gives

$$f_i(s)=\sum_{n=0}^{\infty}(1-s)^n p_n(i),\qquad p_n=K^np_0 . \tag{2}$$

Here $p_n(i)$ is the probability that a molecule launched from $i$ in a hole with non-sticking walls escapes after $n$ further impacts. By reciprocity, the same term counts molecules that entered from outside and reached $i$ after $n$ earlier impacts, each survived with probability $1-s$.

The series converges even at $s=0$. Every point of the hole sees the mouth, so $p_0$ has a positive lower bound $q$, and the probability of still being inside after $n$ impacts is at most $(1-q)^n$. The sum of all escape probabilities therefore telescopes:

$$\sum_{n=0}^{\infty}p_n=\sum_{n=0}^{\infty}(K^n1-K^{n+1}1)=1. \tag{3}$$

## Why the flux becomes equal

Differentiating (2),

$$\frac{df_i}{ds}=-\sum_{n\ge1}n(1-s)^{n-1}p_n(i)<0 .$$

Lowering $s$ thus raises the relative flux at every point, and by (3) it tends to 1 everywhere as $s\to0$. The terms responsible are those with $n\ge1$, the reflections. If molecules that failed to stick were removed instead of re-emitted, $f=p_0$ would remain and the relative flux would not depend on $s$.

Define step coverage as mean bottom thickness divided by field thickness. The bottom grows in proportion to $sF_b$ and the field to $sF_0$, so $s$ cancels and the coverage is $f_b=F_b/F_0$, averaged over the bottom. It must rise when $s$ falls.

How small must $s$ be? Since $(1-s)^n\ge1-ns$, equations (2) and (3) give

$$1-f_b\le s\langle N_b\rangle,\qquad \langle N_b\rangle=\sum_n n\,p_n(b), \tag{4}$$

where $\langle N_b\rangle$ is the mean number of impacts before escape for a molecule launched from the bottom of a non-sticking hole. Coverage is guaranteed to be good when $s\langle N_b\rangle\ll1$.

The opposite limit, $s=1$, leaves the direct view $p_0(b)$. The bottom and the mouth are equal discs whose rims lie on a common sphere of radius $\rho=\sqrt{d^2/4+L^2/4}$. Every straight line through both discs also joins the two spherical caps beyond them. Conversely, a chord from one cap to the other stays inside the sphere and so crosses both discs. The caps therefore exchange the same molecules as the discs.

On a sphere, two points at distance $r$ have $\cos\theta_i=\cos\theta_j=r/(2\rho)$, so the kernel per unit area is the constant $1/(4\pi\rho^2)$. Each cap has area $2\pi\rho(\rho-L/2)$. Multiplying the two areas by the constant and dividing by the disc area $\pi d^2/4$,

$$p_0(b)=\frac{\pi(\rho-L/2)^2}{\pi d^2/4}=\left(\sqrt{1+a^2}-a\right)^2. \tag{5}$$

For a deep hole this approaches $1/(4a^2)$. For a very shallow one it approaches 1, and there is little coverage left to gain.

## What happens to the deposition rate

On the field, the deposited fraction per incident molecule is $s$, which falls by definition. For the whole hole, let $N\ge1$ be the number of impacts an entering molecule would make before escaping if nothing stuck. It survives them all with probability $(1-s)^N$, so the captured fraction is

$$P(s)=1-\langle(1-s)^N\rangle=\frac{s}{A_{\rm m}}\sum_iA_if_i , \tag{6}$$

with $A_{\rm m}=\pi d^2/4$ the mouth area. The second form divides the molecules deposited per unit time by those entering.

The first form shows that $P$ falls when $s$ falls. The second shows that $P/s$ rises, because every $f_i$ rises. The capture therefore drops by a smaller factor than $s$: a molecule that is less likely to stick gets more attempts.

As $s\to0$, the first form gives $P/s\to\langle N\rangle$, and the second, with $f_i\to1$, gives the ratio of inner surface to mouth:

$$\langle N\rangle=\frac{\pi d^2/4+\pi dL}{\pi d^2/4}=1+4a . \tag{7}$$

Away from the mouth, on the bottom of a deep hole and on much of its side wall, the local rate can behave differently. Take the bottom. Its growth rate is proportional to $sf_b$, and from (2)

$$\frac{d(sf_b)}{ds}=\sum_n p_n(b)(1-s)^{n-1}\left[1-(n+1)s\right]. \tag{8}$$

Each contribution $s(1-s)^n$ is the chance of surviving $n$ impacts and then sticking, and it is largest at $s=1/(n+1)$. Above that value, molecules on this route are mostly lost on the way, and lowering $s$ brings more of them to the bottom. When such routes dominate the sum, the bottom rate rises as sticking is lowered. Equivalently, it rises where coverage grows faster than $1/s$.

This cannot continue to $s=0$, because $f_b\le1$ forces $sf_b\to0$. The rate therefore does not have to fall at every point, although it falls on the field and for the hole as a whole.

## The numbers

Take $d=1000$ Å and $L=5000$ Å, so $a=5$. Equation (5) gives $p_0(b)=(\sqrt{26}-5)^2=0.0098$: with full sticking the bottom film is about 1% as thick as the field film. An entering molecule would make $1+4\times5=21$ impacts on non-sticking walls; following random trajectories gives 21.02. A molecule launched from the bottom makes 56.6.

For the absolute scale, integrate the Maxwell distribution over velocities towards the surface, with gas density $n_g$ and molecular mass $m$:

$$F_0=n_g\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv=n_g\sqrt{\frac{kT}{2\pi m}},$$

since the integral equals $kT/m$. The chosen values $kT=0.05$ eV (0.001837 hartree) and $m=182289$ electron masses make the square root $4.005\times10^{-5}$ atomic units. With $n_g=10^{-12}$ Å$^{-3}$, the flux is $F_0=5.94\times10^{-18}$ atomic units. At 30 Å$^3$ of film per deposited molecule, the field grows at 26.3 Å/s for $s=1$.

Solving (1) on a fine division of the surface gives:

| $s$ | coverage $f_b$ | captured $P$ | bottom rate (Å/s) |
|---|---|---|---|
| 1 | 0.010 | 1.000 | 0.258 |
| 0.3 | 0.023 | 0.721 | 0.180 |
| 0.1 | 0.092 | 0.497 | 0.242 |
| 0.03 | 0.324 | 0.294 | 0.256 |
| 0.01 | 0.622 | 0.149 | 0.163 |
| 0.001 | 0.946 | 0.020 | 0.025 |

At $s=0.01$ the field rate is $0.01\times26.3=0.263$ Å/s and the bottom rate is $0.622\times0.263=0.163$ Å/s. Directly arriving molecules supply only $0.0098/0.622=1.6\%$ of the bottom flux; the rest has been reflected. Sticking has fallen by a factor of 100 from $s=1$, but capture by a factor of $1/0.149=6.7$.

The equalisation extends over the whole inner surface. Between $s=1$ and $s=0.001$, the lowest relative flux on any surface zone rises from 0.001 to 0.945, and the highest from 0.488 to 0.990. The highest values are averages over the top wall ring, of height $d/40$; at the rim itself, where the mouth fills half of the wall's view, the value at $s=1$ is exactly $1/2$. At $s=0.001$, bound (4) allows a coverage deficit of $0.001\times56.6=0.057$; the computed deficit is 0.054.

The last column of the table is not monotonic. From $s=0.3$ to $0.1$, sticking drops threefold but coverage grows fourfold, so the bottom rate rises. At $s=0.03$ the bottom grows within 1% of its full-sticking rate, with coverage 33 times better. The lower side wall gains more. The zone with the least flux at $s=1$ has $sf=0.001$, while at $s=0.1$ every zone has $f\ge0.081$ and so $sf\ge0.008$: film grows there at least eight times faster with the lower sticking.

In a hole 20000 Å deep ($a=20$) the effect is stronger. As $s$ is lowered from 1, the bottom rate first falls from 0.0164 to 0.0040 Å/s at $s=0.070$. It then climbs to 0.0208 Å/s at $s=0.0033$, which is 1.27 times the full-sticking value, before falling again. Random trajectories launched from the bottom give a coverage of $0.238\pm0.002$ at this maximum, against 0.240 from the flux balance.

## Where the answer stops holding

These are initial rates. At $s=1$ and $a=5$, a 10 Å film on the bottom would go with about $10/0.0098\approx1000$ Å on the field. That equals the hole diameter, so the assumption of a fixed shape fails long before. At $s=0.01$ the corresponding field film is 16 Å.

The argument also needs $F_0$ to stay fixed when $s$ changes. If a process change that lowers $s$ also alters the gas density or temperature, the coverage at given $s$ is unaffected within this model, but all absolute rates scale with the new $F_0$. If $s$ depends on position or on earlier deposition, it no longer cancels from the thickness ratio, and equal flux does not by itself mean equal thickness.

The numerical output below lists the computed values and the trajectory comparisons.

## Computed results

```
Hole diameter: 1000 angstrom; depth: 5000 angstrom
Aspect ratio: 5.0 (dimensionless)
Thermal energy kT: 0.050 eV = 0.001837 hartree
Molecular mass: 100.0 u = 182288.8 electron masses
Gas density: 1.00e-12 angstrom^-3
Collision cross-section: 100.0 angstrom^2
Film volume per molecule: 30.0 angstrom^3
Mean free path: 7.071e+09 angstrom
Incident flux F0: 5.9353e-18 atomic units
Field growth rate at s=1: 26.287 angstrom/s
Mean impacts per entering molecule, area ratio: 21.00
Mean impacts per entering molecule, ray tracing: 21.02
Mean impacts after launch from bottom, matrix: 56.61
Mean impacts after launch from bottom, rays: 56.53
Bottom escape probabilities p0, p1, p2: 0.00980, 0.00276, 0.00537
Main hole; cov = f_bottom, min/max = zone flux/F0, dir = p0/f_bottom,
P = captured fraction; field and bottom rates in angstrom/s
     s      cov      min      max      dir        P    field   bottom
 1.000  0.00980  0.00097  0.48766  1.00000  1.00000  26.2874  0.25774
 0.300  0.02286  0.01374  0.63726  0.42895  0.72104   7.8862  0.18026
 0.100  0.09203  0.08130  0.75473  0.10654  0.49744   2.6287  0.24193
 0.030  0.32406  0.31343  0.85759  0.03026  0.29405   0.7886  0.25556
 0.010  0.62158  0.61494  0.92847  0.01577  0.14899   0.2629  0.16340
 0.001  0.94604  0.94504  0.99038  0.01036  0.02014   0.0263  0.02487
Ray tracing s=1.00: coverage 0.00941, P 1.00000
Ray tracing s=0.10: coverage 0.09131, P 0.49639
Ray tracing s=0.01: coverage 0.62093, P 0.14874
Slope d(s*f_bottom)/ds at s=0.1: series -0.023970, difference -0.023970
Deep hole depth: 20000 angstrom; aspect 20.0
Deep hole: s, coverage, captured fraction, bottom rate in angstrom/s
  full sticking: 1.00000, 0.000624, 1.00000, 0.016409
  local minimum: 0.07031, 0.002154, 0.43977, 0.003982
  maximum: 0.00330, 0.239598, 0.11635, 0.020767
  below maximum: 0.00033, 0.809643, 0.02314, 0.007018
Deep hole coverage at maximum, ray tracing: 0.2384 +/- 0.0024
Deep hole bottom rate, maximum over s=1 value: 1.266
```
